# Free-carrier absorption by ionised impurities in the Born approximation

**Q.** A free electron cannot absorb a photon. What are you calculating?

**A.** Absorption assisted by a fixed charge. An electron that gains \(\hbar\omega\) must change its momentum by far more than a photon carries. An ionised impurity supplies the difference \(\hbar\mathbf q\), and I neglect the photon's share.

The model has \(n\) electrons per volume, in a parabolic band of mass \(m\) with Maxwell statistics at temperature \(T\). There are \(N\) fixed charges \(Ze\) per volume at uncorrelated positions. The static permittivity is \(\varepsilon\) and the refractive index \(n_r\). In SI units the unscreened potential energy \(-Ze^2/4\pi\varepsilon r\) has the Fourier transform \(V_q=-Ze^2/\varepsilon q^2\). I keep the lowest order in \(V_q\) (Born approximation) and in the light intensity.

**Q.** Light and impurity can act in either order. Do the two histories add or cancel?

**A.** Their energy denominators have opposite signs, so what counts is the change of momentum. For a field of amplitude \(\mathbf E_0\), the vector potential has amplitude \(E_0/\omega\), half of which belongs to absorption. Up to a common phase, the coupling \((e/m)\mathbf A\cdot\mathbf p\) gives \(e\hbar\,\mathbf E_0\cdot\mathbf k/2m\omega\) for an electron of wavevector \(\mathbf k\). The \(A^2\) term does not depend on position and causes no transitions.

If the photon is absorbed first, the energy denominator is \((E_k+\hbar\omega)-E_k=\hbar\omega\). If the electron scatters first, it is \(E_k-E_{k'}=-\hbar\omega\), because the final energy is \(E_{k'}=E_k+\hbar\omega\). With \(\mathbf q=\mathbf k'-\mathbf k\) the sum is

\[
V_q\,\frac{e\hbar}{2m\omega}\,\frac{\mathbf E_0\cdot(\mathbf k-\mathbf k')}{\hbar\omega}
=-\tfrac12V_q\,\mathbf q\cdot\mathbf a,\qquad \mathbf a=\frac{e\mathbf E_0}{m\omega^2}.
\]

Here \(a\) is the amplitude of the electron's classical oscillation. Weak light means \(qa\ll1\).

**Q.** Stimulated emission returns photons to the beam. Where is it?

**A.** It has the same squared amplitude and the opposite energy change. Uncorrelated impurities add their rates, and nondegenerate electrons find the final states empty. The golden rule gives the net number of photons absorbed per volume and time:

\[
R=nN\frac{2\pi}{\hbar}\int\!\frac{d^3q}{(2\pi)^3}\,V_q^2\,\frac{(\mathbf q\cdot\mathbf a)^2}{4}\,\big[S(q,\hbar\omega)-S(q,-\hbar\omega)\big].
\]

The energy change is \(E_{\mathbf k+\mathbf q}-E_{\mathbf k}=\epsilon+\hbar\mathbf q\cdot\mathbf v\), with \(\epsilon=\hbar^2q^2/2m\) and \(\mathbf v=\hbar\mathbf k/m\). So \(S(q,W)=\langle\delta(W-\epsilon-\hbar\mathbf q\cdot\mathbf v)\rangle\), averaged over the electrons.

Each velocity component is Gaussian with variance \(k_BT/m\), so \(\hbar\mathbf q\cdot\mathbf v\) has variance \(\hbar^2q^2k_BT/m=2\epsilon k_BT\), and

\[
S(q,W)=\frac{e^{-(W-\epsilon)^2/4\epsilon k_BT}}{\sqrt{4\pi\epsilon k_BT}} .
\]

Expanding the square leaves a cross term \(+W/2k_BT\) in the exponent, the only part that changes sign with \(W\). With \(x=\hbar\omega/2k_BT\),

\[
S(q,\hbar\omega)-S(q,-\hbar\omega)=\frac{2\sinh x}{\sqrt{4\pi\epsilon k_BT}}\,
\exp\!\Big[-\frac{(\hbar\omega)^2+\epsilon^2}{4\epsilon k_BT}\Big].
\]

The hyperbolic sine is therefore absorption minus emission; the two stand in the ratio \(1:e^{-2x}\).

**Q.** A bare Coulomb potential makes integrals diverge at small \(q\). Why not here?

**A.** Averaging over directions replaces \((\mathbf q\cdot\mathbf a)^2\) by \(q^2a^2/3\). The powers of \(q\) then cancel: \(q^2\) from the volume element, \(q^2\) from the dipole factor and \(q^{-4}\) from \(V_q^2\). The constants are \((2\pi/\hbar)(4\pi/8\pi^3)/12=1/12\pi\hbar\), so

\[
R=\frac{nNZ^2e^4a^2}{12\pi\hbar\varepsilon^2}\int_0^\infty\!dq\,\big[S(q,\hbar\omega)-S(q,-\hbar\omega)\big].
\]

Now \(dq=(\sqrt{2m}/2\hbar)\,d\epsilon/\sqrt\epsilon\), and the square root in \(S\) completes \(d\epsilon/\epsilon\). Setting \(\epsilon=\hbar\omega t\), then \(t=e^s\),

\[
\int_0^\infty\!\frac{dt}{t}\,e^{-\frac x2(t+1/t)}=\int_{-\infty}^{\infty}\!ds\,e^{-x\cosh s}=2K_0(x).
\]

The term \(1/t\) suppresses small \(q\): with a weak kick only a very fast electron can absorb \(\hbar\omega\), and such electrons are exponentially rare. The \(q\) integral equals \(\sqrt{2m}\,\sinh x\,K_0(x)/(\hbar\sqrt{\pi k_BT})\), hence

\[
R=\frac{nNZ^2e^4a^2\sqrt{2m}}{12\pi^{3/2}\hbar^2\varepsilon^2\sqrt{k_BT}}\,\sinh x\,K_0(x).
\]

**Q.** And the absorption coefficient?

**A.** Divide the absorbed power \(\hbar\omega R\) by the intensity \(\tfrac12\varepsilon_0cn_rE_0^2\), and insert \(a^2=e^2E_0^2/m^2\omega^4\). The field cancels. Since \(\sqrt2/6\pi^{3/2}=2/[3(2\pi)^{3/2}]\),

\[
\boxed{\alpha=\frac{2nNZ^2e^6}{3\varepsilon_0cn_r\varepsilon^2\hbar(2\pi m)^{3/2}\sqrt{k_BT}}\;\frac{\sinh x\,K_0(x)}{\omega^3}}
\]

The oscillation amplitude gives \(\omega^{-4}\) and the photon energy gives back one power. At fixed \(T\), \(n\), \(N\) and \(n_r\), \(\alpha\) is therefore proportional to \(\sinh x\,K_0(x)/\omega^3\).

**Q.** I would rather follow electrons of definite energy. Does a Bessel function still appear?

**A.** Yes. For an electron of energy \(E\), integrating \(1/q^2\) over the final direction gives

\[
\int_{-1}^{1}\!\frac{d\mu}{k^2+k'^2-2kk'\mu}=\frac{1}{kk'}\ln\frac{k'+k}{k'-k}
=\frac{2}{kk'}\,\mathrm{arsinh}\sqrt{\frac{E}{\hbar\omega}} .
\]

The last step multiplies numerator and denominator of the logarithm's argument by \(k'+k\) and uses \(k'^2-k^2=2m\omega/\hbar\). The final density of states cancels \(1/k'\). The Maxwell weight \(k^2dk\), divided by \(k\), is proportional to \(dE\). Put \(E=\hbar\omega\sinh^2(u/2)\), so that \(E/k_BT=x(\cosh u-1)\) and \(2\,\mathrm{arsinh}\sqrt{E/\hbar\omega}=u\). Integration by parts then gives

\[
\int_0^\infty\!dE\,e^{-E/k_BT}\,2\,\mathrm{arsinh}\sqrt{\tfrac{E}{\hbar\omega}}
=k_BTe^x\!\int_0^\infty\!u\,x\sinh u\,e^{-x\cosh u}du=k_BTe^xK_0(x).
\]

Subtracting emission multiplies this by \(1-e^{-2x}\), and \(e^x(1-e^{-2x})=2\sinh x\).

**Q.** What does the law say at the two ends of the spectrum?

**A.** For \(x\gg1\), \(\sinh x\,K_0\to\tfrac12\sqrt{\pi/2x}\), so \(\alpha\propto\omega^{-7/2}\). The temperature drops out at this order, because the initial energy is negligible beside \(\hbar\omega\).

For \(x\ll1\), \(\sinh x\,K_0\to x[\ln(2/x)-\gamma]\), with \(\gamma\) Euler's constant. Then \(\alpha\) follows \(\omega^{-2}\) times a logarithm, and \(\omega^2\alpha\) diverges as \(\omega\to0\). That is the Coulomb divergence you expected, and screening removes it. The formula also requires \(\omega\) to be far above the collision rate, so it is not a dc law.

In between, write \(\alpha\propto\lambda^p\) locally. Differentiating with \(K_0'=-K_1\) gives

\[
p=-\frac{d\ln\alpha}{d\ln\omega}=3-x\coth x+x\,\frac{K_1(x)}{K_0(x)} .
\]

**Q.** Germanium has long, thin valleys, not one mass. Is the formula lost?

**A.** The function of \(x\) survives. Let \(M\) be the mass tensor of a valley and \(1/m_q=\hat{\mathbf q}\cdot M^{-1}\hat{\mathbf q}\). With \(\epsilon=\hbar^2q^2/2m_q\) the variance is still \(2\epsilon k_BT\), so every direction gives the same \(\sinh x\,K_0\). Two factors change: \(dq\) brings \(\sqrt{m_q}\), and the oscillation becomes \(\mathbf a=eM^{-1}\mathbf E_0/\omega^2\). For equally filled valleys in a cubic arrangement, the average over valleys replaces \((\hat{\mathbf q}\cdot M^{-1}\mathbf E_0)^2\) by \(E_0^2|M^{-1}\hat{\mathbf q}|^2/3\). So \(m^{-3/2}\) becomes

\[
m_a^{-3/2}=\big\langle\sqrt{m_q}\,|M^{-1}\hat{\mathbf q}|^2\big\rangle_{\hat{\mathbf q}} .
\]

Scattering between valleys is left out.

**Q.** Give me a number.

**A.** Take n-type germanium, as in a mid-infrared germanium-on-silicon waveguide, at \(10.6\ \mu\mathrm m\) and 300 K. Let \(n=N=10^{18}\ \mathrm{cm^{-3}}\), \(Z=1\), \(n_r=4.0\) and \(\varepsilon=16\,\varepsilon_0\). The longitudinal and transverse masses are 1.6 and 0.082 \(m_0\). These material values are rough. Numerical quadrature over directions gives \(m_a=0.0974\,m_0\).

The photon energy is 0.1170 eV and \(k_BT=0.02585\) eV, so \(x=2.26\) and \(\sinh x\,K_0=4.750\times0.0828=0.393\). With \(\omega=1.777\times10^{14}\ \mathrm{s^{-1}}\), the numerator in SI units is \(1.33\times10^{-65}\) and the denominator \(1.01\times10^{-68}\), so

\[
\alpha\approx1.31\times10^{3}\ \mathrm{m^{-1}}=13.1\ \mathrm{cm^{-1}},
\]

or 57 dB/cm after multiplication by \(10/\ln10\). With all material parameters fixed:

| \(\lambda\) (µm) | \(x\) | \(\alpha\) (cm⁻¹) | \(p\) |
|---|---|---|---|
| 3 | 7.99 | 0.165 | 3.49 |
| 5 | 4.80 | 0.98 | 3.48 |
| 8 | 3.00 | 5.0 | 3.45 |
| 15 | 1.60 | 42 | 3.31 |

In this approximation the exponent stays between 3.3 and 3.5. At 400 K, with density held fixed, the formula gives 12.7 cm⁻¹ at \(10.6\ \mu\mathrm m\), so its weak dependence on temperature already shows at \(x\approx2\). The rows at 3 and 5 µm illustrate the formula rather than real germanium: the final electron energies there exceed 0.2 eV, where the band is no longer parabolic and other kinds of valley can be reached. At 8 µm about 40% of the final energies already exceed 0.19 eV, roughly where the valleys along the cube axes begin. Even at \(10.6\ \mu\mathrm m\) about 12% do, and about 60% exceed 0.14 eV, roughly where the light zone-centre valley begins; transitions into these valleys are not counted here.

**Q.** You used plane waves near an attractive charge. How wrong is that?

**A.** By about a factor of two here. The scale is the effective Rydberg \(\mathcal R=5.18\) meV, computed with \(m_a\) and \(\varepsilon\). Let \(\eta=\sqrt{\mathcal R/E}\) and \(\eta'=\sqrt{\mathcal R/(E+\hbar\omega)}\). I take over, without deriving it, Sommerfeld's result for exact Coulomb waves. Its ratio to the Born rate is

\[
G=\frac{\pi^2z\,\dfrac{d}{dz}\big|{}_2F_1(i\eta,i\eta';1;z)\big|^2}{(1-e^{-2\pi\eta})(e^{2\pi\eta'}-1)\ln\dfrac{\eta+\eta'}{\eta-\eta'}},\quad z=\frac{-4\eta\eta'}{(\eta-\eta')^2}.
\]

For small \(\eta\) this becomes \(G\approx1+\pi(\eta-\eta')\), which exceeds 1 because the initial electron is the slower one, so that \(\eta>\eta'\). At \(E=k_BT\), \(\eta=0.45\) and \(\eta'=0.19\), which gives about 1.8. Averaging the full \(G\) numerically over the thermal absorption gives 2.0. The Born coefficient is thus too small by about that factor for isolated ions. The formula for \(G\) assumes a single mass, and \(m_a\) is only one choice: the anisotropic valley binds a donor by about 9 meV in effective-mass theory, and using that energy for \(\mathcal R\) gives 2.2.

The correction also changes the trends. It weakens on heating, so the corrected \(\alpha\) falls by about 13% from 300 to 400 K, and it grows with photon energy, which lowers \(p\) at \(10.6\ \mu\mathrm m\) from 3.4 to about 3.2.

**Q.** Electrons also screen the ions, and your doping is high.

**A.** Static Debye screening, \(\kappa^2=ne^2/\varepsilon k_BT\), multiplies the \(q\) integrand by \([q^2/(q^2+\kappa^2)]^2\). The screening length is 4.8 nm, against a typical \(1/q=\hbar/\sqrt{2m_a\hbar\omega}=1.8\) nm. Quadrature over \(q\) and direction gives a factor 0.76. This overstates the effect for two reasons. The Debye form holds only at small \(q\): with the single mass \(m_a\), the static quantum response of the electrons gives 0.84 where the Debye form gives 0.74. And the light frequency is about four times the plasma frequency, so the electrons cannot follow it fully. Taking their response at \(\omega\), again with \(m_a\), gives a factor close to 1.0.

Degeneracy hardly matters. The effective density of states is \(1.04\times10^{19}\ \mathrm{cm^{-3}}\), so the filling \(n/N_c\) is 0.096. Replacing the Maxwell weight by the Fermi difference \(f(E)-f(E+\hbar\omega)\) lowers the Born \(\alpha\) by 0.1% at fixed density. The reason is that \(\mathrm{arsinh}\sqrt{E/\hbar\omega}\approx\sqrt{E/\hbar\omega}\) for \(E\ll\hbar\omega\). Absorption then weights energies as the density of states does, and so nearly counts electrons.

Multiplying the Born value by the Coulomb factor 2.0 gives about 26 cm⁻¹, or 20 cm⁻¹ if static screening is included. This is an estimate, since the effects are not independent. The donor orbit of the anisotropic valley has semi-axes of about 6.4 nm across and 2.3 nm along the valley axis. Their geometric mean, 4.5 nm, times \(n^{1/3}\) is 0.45, above the rough value 0.25 at which donors cease to bind electrons. That supports \(n=N\), but it also strains the picture of isolated ions.

**Q.** Would a real waveguide lose 13 cm⁻¹?

**A.** If the light runs entirely in germanium doped like this, it would lose more, because phonons also supply momentum. For quasi-elastic scattering with a constant matrix element, the \(q\) integrand gains \(q^4\), so \(K_0\) becomes \((\hbar\omega)^2K_2\). The collision rate defined by \(\alpha=ne^2\Gamma/(m_c\varepsilon_0cn_r\omega^2)\) is then \(\Gamma=\Gamma_0\,x\sinh x\,K_2(x)/2\), which tends to \(\Gamma_0\) at low frequency. For \(1/\tau\propto\sqrt E\), averages weighted by \(E^{3/2}e^{-E/k_BT}\) give \(\Gamma_0=(32/9\pi)\,e/\mu m_c\). A rough lattice mobility \(\mu=3900\ \mathrm{cm^2/Vs}\) and conductivity mass \(m_c=0.12\,m_0\) yield \(\Gamma=3.9\times10^{12}\ \mathrm{s^{-1}}\) and 27 cm⁻¹. This treats all phonon scattering as elastic. If optical phonons of 37 meV did all of it at the same mobility, the absorption would be about 48 cm⁻¹, so 27 cm⁻¹ is probably too low.

On these rough estimates phonons and impurities contribute amounts of the same order at this doping, and the phonon part is probably the larger. With \(n=N\), the Born impurity term scales as \(n^2\) and the phonon term as \(n\), so phonons take over at lighter doping. With losses of this size, a doping of \(10^{18}\ \mathrm{cm^{-3}}\) does not suit a low-loss core.

The remaining assumptions are milder:

- The frequency is 31 times the summed Born impurity and elastic phonon collision rates, and still more than 20 times their sum when the impurity rate is doubled for Coulomb waves. With the optical-phonon rate in place of the elastic one, the ratio is about 17.
- A two-band estimate, \((1-m_t/m_0)^2\hbar\omega/E_L\) with transverse mass \(m_t\) and a rough vertical gap \(E_L=2.1\) eV, puts the relative correction to the band energy near 5%. In an isotropic band of this kind, \(\alpha\) itself falls by about 15% if only velocities and densities of states are corrected, and by about 20% with the full two-band amplitude.
- The carriers lower the optical permittivity by \(ne^2/m_c\varepsilon\omega^2\approx5\%\).
- At 1 MW/cm², \(qa=0.04\), so the light is still weak.
